A Real Level Shift Moves an Intruder Pole Without Removing It

A real level shift ε, added to every energy denominator of a second-order perturbation theory, moves the singularity of an intruder state from zero gap to a gap of −ε. If the intruder passes through that gap somewhere on a potential curve, the singularity is still on the curve, at a geometry where the unshifted term was finite and equal in size to the squared coupling divided by ε. The usual correction of the shifted energy makes matters worse at that point, because it turns a simple pole into a double one. In the model calculation below, a shift of 0.2 hartree (Eh) removes a 4 mEh spike from one geometry and produces an error of 804 mEh at another.

The belief that the shift removes the singularity is not foolish. A denominator that was nearly zero becomes nearly ε, and the spike that prompted the shift disappears. If the new singularity lies between two computed points and far enough from both, the whole curve looks repaired. There is also a class of scans for which the belief is correct, and its boundary can be stated precisely.

**The equations with and without the shift**

Let H = H0 + W, with a normalized reference state |0⟩ and orthonormal outer states |k⟩. The energies of H0 are E_0 for the reference and E_k for the outer states. Define the gap and the coupling

Δ_k = E_k − E_0,  V_k = ⟨k|W|0⟩,

with V_k real. The theory treats one reference state, and neither H0 nor V_k depends on the shift. The first-order equation is

(H0 − E_0)|ψ1⟩ = −(W − ⟨0|W|0⟩)|0⟩.

Write |ψ1⟩ = Σ c_k|k⟩ and project on an outer state. The constant ⟨0|W|0⟩ drops out because ⟨k|0⟩ = 0. If A is the matrix of H0 − E_0 in the outer space, then

A c = −V,  E2 = V·c.

In the basis where A is diagonal, with elements Δ_k, this gives c_k = −V_k/Δ_k and

E2 = −Σ V_k²/Δ_k.

An intruder is an outer state whose gap becomes very small or changes sign on the scan. If the gap passes through zero, any nonzero coupling produces a pole there, however weak the coupling is.

The real shift replaces A by A + ε, with ε > 0:

(A + ε)c = −V,  c_k = −V_k/(Δ_k + ε).

The plain shifted energy is

E_plain = V·c = −Σ V_k²/(Δ_k + ε).

This is the same function of the gap, displaced by ε. Near Δ_k = −ε, set d = Δ_k + ε. The term is −V_k²/d: large and negative for d > 0, large and positive for d < 0. Nothing in the algebra has made the function bounded.

**Why the correction gives a double pole**

The plain energy also changes the contributions of states that needed no help. The usual remedy is to insert the shifted amplitudes into the unshifted Hylleraas functional

J(c) = 2V·c + cAc.

Its stationary point satisfies Ac = −V, and its value there is V·c, the unshifted E2. Near the stationary point an error in c affects J only quadratically, which is why the correction works well for ordinary states.

To evaluate J, multiply the shifted equation from the left by c:

cAc + ε c·c = −V·c.

Solve for cAc and substitute:

E_corr = 2V·c − V·c − ε c·c = V·c − ε c·c.

The contribution of one state is therefore

−V_k²/(Δ_k + ε) − εV_k²/(Δ_k + ε)²
= −V_k²[(Δ_k + ε) + ε]/(Δ_k + ε)²
= −V_k²(Δ_k + 2ε)/(Δ_k + ε)².

With d = Δ_k + ε this is −V_k²(d + ε)/d², which tends to −εV_k²/d² as d → 0. The pole is now double, and the energy goes to minus infinity on both sides. The cause is visible in J: the amplitude has a simple pole, the term cAc contains its square, and the factor Δ_k multiplying that square is close to −ε, hence negative.

**A scan that appears to be cured**

Take a model with three ordinary outer states. Their gaps are 1.0, 1.5 and 2.0 Eh, and their couplings are 0.10, 0.12 and 0.15 Eh. A fourth outer state has the weak coupling v = 0.002 Eh and a gap that falls along a dimensionless coordinate x between 0 and 1:

Δ(x) = 0.401 − 0.8x Eh.

The ordinary states contribute

−(0.01/1.0 + 0.0144/1.5 + 0.0225/2.0) Eh = −30.85 mEh

at every x. Any variation along the scan comes from the intruder.

At x = 0.5 the gap is 0.001 Eh, and the intruder term without a shift is

−(0.002)²/0.001 Eh = −4.0 mEh.

The total is −34.85 mEh, while the neighbouring points at x = 0.4 and 0.6 give −30.90 and −30.80 mEh. This is the spike that invites a shift.

With ε = 0.2 Eh the denominator at x = 0.5 becomes 0.201 Eh. The intruder term shrinks to −0.02 mEh in the plain energy and −0.04 mEh in the corrected one. On the eleven points x = 0, 0.1, ..., 1, the plain energy stays between −27.13 and −26.93 mEh. The corrected energy stays between −30.92 and −30.35 mEh. A shallow dip of about half a millihartree remains near x = 0.7 and 0.8, easily taken for a property of the curve.

Now add the point x = 0.75. There

Δ = 0.401 − 0.600 = −0.199 Eh,  Δ + ε = 0.001 Eh.

Without a shift this point is harmless: the intruder term is +0.02 mEh. With the shift, the plain term is −4.0 mEh, the same spike that was removed at x = 0.5. For the corrected energy the amplitude is c = −0.002/0.001 = −2, and the two parts of J are

2vc = −0.008 Eh,  Δc² = −0.199 × 4 = −0.796 Eh.

Their sum is −0.804 Eh, or −21.9 eV. The total energies at three geometries, in mEh, are:

x = 0.50: no shift −34.850; plain −27.051; corrected −30.386
x = 0.75: no shift −30.830; plain −31.031; corrected −834.346
x = 0.80: no shift −30.833; plain −26.929; corrected −30.770

The pole can be followed as the shift changes. Setting Δ(x) = −ε gives

x_pole = (0.401 + ε)/0.8,

with ε in Eh. A root search on the energies obtained by solving the linear equations finds x = 0.50125, 0.62625, 0.75125 and 0.87625 for shifts of 0, 0.1, 0.2 and 0.3 Eh. Each additional 0.1 Eh moves the pole by 0.125. A feature that travels along the curve in this way when ε is varied belongs to the denominators and not to the molecule.

The weight of the reference in the first-order wavefunction, 1/(1 + c·c), gives a second diagnosis. Without a shift it is 0.20 at x = 0.5 and 0.98 at x = 0.75. With ε = 0.2 Eh the two values change places: 0.98 and 0.20. A satisfactory weight at the geometry where the trouble was first noticed says nothing about the rest of the scan.

**Why weak coupling hides the moved pole**

Let η be the largest intruder term one would tolerate. The plain term exceeds it when v²/|d| > η, so the damaged range of gaps has the width

2v²/η.

The shift does not appear: it displaces the window without narrowing it. For η = 1 mEh the width is 2 × 4×10⁻⁶/10⁻³ = 0.008 Eh. Division by the slope 0.8 Eh gives 0.010 in x.

For the corrected energy and d > −ε, the condition is

v²(d + ε)/d² > η, or ηd² − v²d − v²ε < 0.

The roots of the quadratic are

d = [v² ± √(v⁴ + 4ηεv²)]/(2η),

and the width is their difference,

√(v⁴ + 4ηεv²)/η.

Both roots lie above −ε, as assumed: at d = −ε the quadratic has the positive value ηε², and its minimum lies at a positive d. On the far side, d < −ε, the size of the term is v²(|d| − ε)/d². Its derivative with respect to |d| vanishes at |d| = 2ε, where the term equals v²/(4ε) = 0.005 mEh. That is below the tolerance, so no second window opens there.

With the present numbers the corrected window is 0.0567 Eh wide, or 0.071 in x, about seven times the plain one. When 4ηε is much larger than v², the width is close to 2v√(ε/η). It then falls only in proportion to v, whereas the plain window falls as v². Halving v reduces the plain window in x from 0.0100 to 0.0025, but the corrected window only from 0.0709 to 0.0354.

These widths explain the apparent cure. The grid spacing is 0.1. If the position of a pole relative to the grid were random, the plain window would be missed about nine times in ten and the corrected window about three times in ten. Here the moved pole lies almost midway between x = 0.7 and x = 0.8, and both points fall just outside the corrected window. Weak coupling makes the singularity narrow. It does not make it finite.

**When a real shift does work**

The shifted denominators stay positive along the whole scan if

ε > −min Δ_k,

where the minimum is taken over all coupled outer states and all geometries. If the smallest of these gaps is close to zero but positive, any positive shift satisfies this condition and puts no pole on the scan; in that sense the belief is correct there. Such a scan has only a spike without the shift, and the plain term is reduced by the factor Δ_k/(Δ_k + ε), which is small only when ε is large compared with the gap: for Δ = 0.001 Eh and v = 0.002 Eh, a shift of 10⁻⁴ Eh changes the plain term from −4.0 to −3.6 mEh. There is also no pole on the scan if the smallest gap is slightly negative and the shift is larger than that excursion, but the remaining term is large if the shift is only just larger. The inequality is sufficient but not necessary: a state whose gap stays below −ε over the whole scan has a negative shifted denominator that never vanishes, and it gives no pole either. The belief fails when the gap of a coupled outer state reaches −ε somewhere on the scan. Satisfying the inequality narrowly may not be enough in practice, because the term can still be large when the smallest denominator is small.

In the model the deepest gap is −0.399 Eh, so a shift of 0.5 Eh clears the scan. The largest intruder term is then 0.04 mEh in the plain energy and 0.24 mEh in the corrected one. The price is paid by the ordinary states. The fraction of a term lost in the plain energy, relative to the unshifted second-order term, is

1 − Δ_k/(Δ_k + ε) = ε/(Δ_k + ε).

For the corrected energy it is

1 − Δ_k(Δ_k + 2ε)/(Δ_k + ε)² = ε²/(Δ_k + ε)²,

because (Δ_k + ε)² − Δ_k² − 2εΔ_k = ε². With ε = 0.2 Eh the ordinary states lose

10 × 0.167 + 9.6 × 0.118 + 11.25 × 0.091 = 3.8 mEh

in the plain energy and 0.50 mEh in the corrected one. With ε = 0.5 Eh the losses are 8.0 and 2.2 mEh. In the limit of a very large shift both fractions tend to one: the poles have left the scan, but the second-order energy has vanished with them. Where the gaps of ordinary states vary with geometry, this loss varies too and distorts the curve.

**What an imaginary shift changes**

A function with a real pole can be made finite on the real axis by moving the pole off that axis. Replace ε by iε in the amplitude equation and keep the real part of the solution:

−V_k/(Δ_k + iε) = −V_k(Δ_k − iε)/(Δ_k² + ε²),

so that

c_k = −V_kΔ_k/(Δ_k² + ε²).

The plain term is −V_k²Δ_k/(Δ_k² + ε²). Since (|Δ_k| − ε)² ≥ 0, we have Δ_k² + ε² ≥ 2ε|Δ_k|, and the size of the term cannot exceed V_k²/(2ε).

Inserting the real amplitude into J gives, for each state,

−2V_k²Δ_k/(Δ_k² + ε²) + V_k²Δ_k³/(Δ_k² + ε²)²
= −V_k²Δ_k(Δ_k² + 2ε²)/(Δ_k² + ε²)².

With t = Δ_k/ε this is −(V_k²/ε)f(t), where f(t) = t(t² + 2)/(t² + 1)². The numerator of f′, after a common factor t² + 1 is removed, is

(3t² + 2)(t² + 1) − 4t²(t² + 2) = −t⁴ − 3t² + 2.

It vanishes at t² = (√17 − 3)/2, where |f| = 0.787. No real gap gives a pole.

For ε = 0.2 Eh the largest intruder term on the scan is 0.010 mEh in the plain form and 0.016 mEh in the corrected form. The corrected loss for an ordinary state is the fraction ε⁴/(Δ_k² + ε²)², since (Δ_k² + ε²)² − Δ_k⁴ − 2ε²Δ_k² = ε⁴. It amounts to 0.019 mEh here, against 0.50 mEh for a real shift of the same size.

Bounded does not mean accurate. The bound grows as V_k²/ε, so a strongly coupled intruder or a very small shift can still leave a large term. At Δ_k = 0 the term is zero, whatever the true contribution of that state may be.

**Artefact or real degeneracy**

Removing a singularity is justified if, at that geometry, the full Hamiltonian has a state that is dominated by the reference and well separated from the others. Separation alone is not enough: two states with Δ = 0 and w = 0 are 2|v| apart, but they are mixed equally however large v is. In the model, W also has a diagonal element w = 1.0 Eh for the intruder, so that the poor zeroth-order energy, and not the full problem, produces the crossing. Measure energies from E_0 and let w_k be the diagonal element of W for state k, zero for the ordinary states. In the model ⟨0|W|0⟩ = 0 and W has no elements between different outer states. With the reference coefficient set to one, the eigenvalue equations are

E = Σ V_kc_k,  V_k + (Δ_k + w_k)c_k = Ec_k.

The second gives c_k = −V_k/(Δ_k + w_k − E), and hence

E = −Σ V_k²/(Δ_k + w_k − E).

The denominator of the intruder contains Δ + w, which lies between 0.601 and 1.401 Eh on the scan. Second-order theory contains Δ alone and cannot know this.

Full diagonalization of the model confirms the picture. The lowest energy varies by only 0.0035 mEh over the scan, the next state stays at least 0.63 Eh above it, and the reference weight never falls below 0.979. The energy is about −30.20 mEh, some 0.65 mEh above the −30.85 mEh of the ordinary second-order terms. That difference is the error of stopping at second order and is not something a shift is meant to repair. The corrected energy with the real shift happens to lie closer to the full result than the unshifted or the imaginary-shift energy at ten of the twelve geometries x = 0, 0.1, ..., 1 and 0.75, the exceptions being x = 0.70 and 0.75, because its loss of 0.50 mEh has the same sign as the missing higher orders. This is a cancellation of errors.

The opposite case is a real crossing, w = 0. For the reference and one outer state alone, the equation above becomes E² − ΔE − v² = 0, and the lower root is

E = Δ/2 − √(Δ²/4 + v²).

At Δ = 0 it equals −|v|, and the two states are mixed equally. (In the five-state model with w = 0 the ordinary states lower the reference by about 30 mEh, so the true crossing lies near Δ = −0.03 Eh and not at Δ = 0; at x = 0.5 the lowest state still has a reference weight of 0.98.) A real shift gives −v²/ε in the plain energy and −2v²/ε in the corrected one; an imaginary shift gives zero. None of these has the linear dependence −|v| of the exact result. At the crossing the shift yields a finite number but the wrong physics (a real shift still has its pole at Δ = −ε), and the outer state belongs in the reference space, where the mixing is treated by diagonalization.

A smooth curve on a coarse grid is therefore weak evidence that a real shift has worked. The stronger evidence is the shifted denominator Δ_k + ε of each coupled state, followed along the whole scan: if one of them varies continuously and changes sign between two computed points, it passes through zero, and the term of that state has a pole between them unless the coupling vanishes at the same place. Equal signs at neighbouring points do not exclude a pole, because the denominator can pass through zero twice between them. The denominators meant here are the eigenvalues of A + ε. When H0 is not diagonal in the outer basis, the diagonal elements of A + ε can stay positive across a pole, or change sign where there is none, so they cannot take the place of the eigenvalues. The numerical output gives the energies at all twelve geometries.

Numbers as computed

```
ordinary gaps (Eh): [1.  1.5 2. ]
ordinary couplings (Eh): [0.1  0.12 0.15]
intruder coupling v = 0.002 Eh
intruder gap = 0.401 - 0.8 x Eh
intruder diagonal perturbation = 1.0 Eh
shift eps = 0.2 Eh, large shift = 0.5 Eh
tolerance eta = 1.0 mEh
Total energies in mEh (real and imaginary eps = 0.2 Eh)
x, gap/Eh, no shift, plain, corrected, imag corrected, full diag
0.00   0.401   -30.860   -27.038    -30.355   -30.841   -30.203
0.10   0.321   -30.862   -27.039    -30.357   -30.843   -30.203
0.20   0.241   -30.867   -27.040    -30.360   -30.845   -30.203
0.30   0.161   -30.875   -27.042    -30.364   -30.847   -30.203
0.40   0.081   -30.899   -27.045    -30.371   -30.844   -30.204
0.50   0.001   -34.850   -27.051    -30.386   -30.831   -30.204
0.60  -0.079   -30.799   -27.064    -30.434   -30.818   -30.204
0.70  -0.159   -30.825   -27.129    -30.920   -30.815   -30.205
0.75  -0.199   -30.830   -31.031   -834.346   -30.816   -30.205
0.80  -0.239   -30.833   -26.929    -30.770   -30.817   -30.205
0.90  -0.319   -30.837   -26.998    -30.369   -30.820   -30.206
1.00  -0.399   -30.840   -27.011    -30.346   -30.822   -30.206
pole for real shift 0.0 Eh: x = 0.50125, gap = 0.0000 Eh
pole for real shift 0.1 Eh: x = 0.62625, gap = -0.1000 Eh
pole for real shift 0.2 Eh: x = 0.75125, gap = -0.2000 Eh
pole for real shift 0.3 Eh: x = 0.87625, gap = -0.3000 Eh
pole order: plain 1.000, corrected 1.998
intruder term x=0.50 (mEh): none -4.0000, plain -0.0199, corr -0.0397
intruder term x=0.75 (mEh): none 0.0201, plain -4.0000, corr -804.0000
corrected intruder term at x=0.75: -0.8040 Eh = -21.88 eV
reference weight, shift 0.0 Eh: x=0.50 0.1991, x=0.75 0.9784
reference weight, shift 0.2 Eh: x=0.50 0.9836, x=0.75 0.1993
window width in x: none 0.0100, plain 0.0100, corrected 0.0709
same with v halved: plain 0.0025, corrected 0.0354
deepest gap on scan: -0.399 Eh
large shift, max intruder term (mEh): plain 0.0396, corr 0.2356
ordinary-state bias, real 0.2 Eh (mEh): plain 3.819, corrected 0.504
ordinary-state bias, real 0.5 Eh (mEh): plain 7.983, corrected 2.161
ordinary-state bias, imag 0.2 Eh (mEh): plain 0.664, corrected 0.019
imag shift, max intruder term (mEh): plain 0.01000, corrected 0.01574
imag corrected bound factor: 0.7872 (times v^2/eps)
full diag: min gap 0.6312 Eh, min ref weight 0.9794
full diag: max intruder effect 0.00621 mEh, energy range 0.00347 mEh
```
